# Impurity charge from a complex-energy contour, compared with real-axis integration

An atom adsorbed on a metal exchanges electrons with a reservoir that has no end. A cluster or supercell replaces the reservoir by a finite set of levels, and the atom's charge then depends on where those levels fall relative to the Fermi energy. Embedding keeps the infinite host: its effect enters the impurity's Green function through an energy-dependent self-energy. The charge is then an energy integral over a function that may contain broad resonances, band edges and sharp bound states. The question is how many evaluations of the Green function this integral needs.

## The embedded level

Take one impurity orbital of energy $\varepsilon$, coupled with amplitude $V$ to the end of a semi-infinite chain with hopping $t$ and site energy zero. Electrons are treated in mean field, so $\varepsilon$ already contains the average repulsion. The temperature is zero, the Fermi energy $E_F$ lies inside the band $|E|<2t$, and both spins are equivalent. "Charge" here concerns the population of this orbital, not the screening charge in the host. Energies are in eV.

The impurity and end-site rows of $(z-H)G=1$ give, with $g$ the end-site Green function of the isolated chain,
$$(z-\varepsilon)G-VG_{1d}=1,\qquad G_{1d}=gVG .$$
Substitution of the second into the first gives
$$G(z)=\frac{1}{z-\varepsilon-V^2g(z)} .$$
Only $V^2$ survives, so the sign of the hopping is immaterial. Removing the end site of the chain leaves the same chain, hence $g=1/(z-t^2g)$, or $t^2g^2-zg+1=0$. Therefore
$$g=\frac{z-s}{2t^2},\qquad s=\sqrt{z-2t}\,\sqrt{z+2t}.$$
At large $|z|$, $s\simeq z-2t^2/z$, so the minus sign gives the required $g\to1/z$. Just above the band $s=i\sqrt{4t^2-E^2}$; at mid-band $V^2g=-i\Delta$ with $\Delta=V^2/t$, the half-width of the resonance.

In terms of eigenstates, $G$ is a sum of terms $|\langle d|k\rangle|^2/(z-E_k)$. Since $-\mathrm{Im}\,(E-E_k+i0)^{-1}/\pi=\delta(E-E_k)$, the occupation is
$$n=-\frac{2}{\pi}\,\mathrm{Im}\int_{E_b}^{E_F}G(E+i0)\,dE,$$
with $E_b$ below the whole spectrum. A bound state at $E_B$ contributes $2Z$, where $Z$ is the residue of $G$. Differentiating the denominator, with $s'=z/s$, gives
$$Z=\frac{1}{1-V^2g'(E_B)},\qquad g'=\frac{1-z/s}{2t^2}.$$

## The semicircle

The eigenstate sum is analytic off the real axis. By Cauchy's theorem the path may be moved to the upper semicircle
$$z=c+Re^{i\varphi},\quad c=\frac{E_b+E_F}{2},\quad R=\frac{E_F-E_b}{2},\quad \varphi=\frac{\pi}{2}(1-x),$$
where $x$ runs from $-1$ (at $E_b$) to $1$ (at $E_F$). Then $dz=iRe^{i\varphi}d\varphi=-\tfrac{i\pi}{2}(z-c)\,dx$. With Gauss–Legendre nodes $x_j$ and weights $w_j$, and $\mathrm{Im}(-iA)=-\mathrm{Re}A$,
$$n_N=\mathrm{Re}\sum_{j=1}^{N}w_j\,(z_j-c)\,G(z_j).$$
If the contour surrounds everything at large radius, $G\simeq1/(z-c)$ and the sum is $\sum w_j=2$, a full orbital.

The algorithm is:

1. Choose $E_b$ below the band and below any bound state.
2. Evaluate $G$ at the $N$ arc nodes and form the sum.
3. Raise $N$ until $n_N$ is stable.
4. Lower $E_b$ and repeat. A jump reveals a state that was left out.

Step 4 is needed because convergence in $N$ says nothing about omitted states. If $E_b$ lies between a bound state and the band, the sum converges to a value too small by $2Z$.

## Quadrature error of a pole

Let the integrand contain $r/(x-x_0)$, with $x_0$ off the interval $[-1,1]$. The quotient $[P_N(x_0)-P_N(x)]/(x_0-x)$ is a polynomial of degree $N-1$ in $x$, which Gauss quadrature integrates without error. At the nodes $P_N(x_j)=0$, so
$$\sum_j\frac{w_j}{x_0-x_j}=\int_{-1}^{1}\frac{dx}{x_0-x}-\frac{1}{P_N(x_0)}\int_{-1}^{1}\frac{P_N(x)}{x_0-x}dx .$$
The last term is the error. Call its integral $J_N$ and write $x_0=\cosh\zeta$, $\mathrm{Re}\,\zeta>0$.

For the denominator, use Laplace's integral
$$P_N(x_0)=\frac1\pi\int_0^\pi(\cosh\zeta+\sinh\zeta\cos\theta)^Nd\theta .$$
Near $\theta=0$ the logarithm of the bracket is $\zeta-\theta^2\sinh\zeta/(2e^{\zeta})$. The half-Gaussian integral gives
$$P_N(x_0)\simeq\frac{e^{(N+1/2)\zeta}}{\sqrt{2\pi N\sinh\zeta}} .$$

For the numerator, insert $P_N=(2^NN!)^{-1}\,d^N(x^2-1)^N/dx^N$ and integrate by parts $N$ times; the boundary terms vanish:
$$J_N=\int_{-1}^{1}\frac{dx}{x_0-x}\left[\frac{1-x^2}{2(x_0-x)}\right]^N .$$
The bracket is stationary where $x^2-2x_0x+1=0$, that is at $x=e^{-\zeta}$. There $x_0-x=\sinh\zeta$, the bracket equals $e^{-\zeta}$, and its logarithm has second derivative $-2/(1-x^2)=-e^{\zeta}/\sinh\zeta$. The Gaussian integral through this point gives
$$J_N\simeq\sqrt{\frac{2\pi}{N\sinh\zeta}}\;e^{-(N+1/2)\zeta}.$$
Dividing, the square roots combine to $2\pi$:
$$|\delta I|\simeq2\pi|r|\,\rho^{-(2N+1)},\qquad \rho=|e^{\zeta}|=\left|x_0+\sqrt{x_0^2-1}\right|>1 .$$
Corrections are of relative order $1/N$.

The residue $r$ is simple. Near a pole $z_p$ of $G$, $G\simeq Z/(z-z_p)$ and $z-z_p\simeq z'(x_0)(x-x_0)$, so $G\,z'\simeq Z/(x-x_0)$ and $r=Z$. The charge is an imaginary part, so its error is at most
$$\frac{2}{\pi}|\delta I|\simeq4|Z|\rho^{-(2N+1)} .$$
The actual error can be much smaller when $\delta I$ happens to be nearly real.

A square-root branch point is a continuous row of poles along its cut. Its strength grows as $\sqrt\tau$ with distance $\tau$ from the tip, while the quadrature factor falls as $e^{-aN\tau}$. Integration over $\tau$ supplies an extra $N^{-3/2}$. Band edges therefore contribute less than a pole at equal $\rho$ and large $N$.

## Which singularity matters on the arc

Extending the arc beyond $x=1$ crosses the real axis at $E_F$, inside the band. The smooth continuation from above changes $s$ into $-s$, and on this second sheet $G$ can have a resonance pole. With $\alpha=V^2/(2t^2)$ the pole condition is $(1-\alpha)z-\varepsilon=\alpha s$ there, and $(1-\alpha)z-\varepsilon=-\alpha s$ for a bound state. Both obey
$$[(1-\alpha)z-\varepsilon]^2=\alpha^2(z^2-4t^2),$$
and substitution in the unsquared condition tells them apart.

Take $t=2.5$, $V=1$, $E_F=0$, $E_b=-8$, so $\alpha=0.08$, $\Delta=0.4$, $c=-4$, $R=4$. Level A has $\varepsilon=1$. The quadratic is $0.84z^2-1.84z+1.16=0$, giving $z_p=1.095-0.426i$ with $|Z|=1.095$. Its position in the quadrature variable follows from
$$\frac{z_p-c}{R}=1.274-0.106i,\qquad \varphi=-0.083-0.245i,$$
$$x_0=1-\frac{2\varphi}{\pi}=1.053+0.156i,\qquad \rho=1.5985 .$$

Level B has $\varepsilon=-5.5$, which produces a bound state at $E_B=-5.734$, below the band, with $Z=0.923$. Here $(E_B-c)/R=-0.434$, $\varphi=\pi+0.836i$, $x_0=-1-0.532i$ and $\rho=2.133$.

The upper band edge, reached by continuation past $E_F$, has $(5+4)/4=2.25$ and $x_0=1+0.516i$, hence $\rho=2.107$. For A it is much farther away than the pole. For B it is marginally nearer, so it must govern the ultimate rate. Its smaller amplitude leaves the bound pole in control at the node counts used here:

| Level, $N$ | measured $(2/\pi)\lvert\delta I\rvert$ | pole law |
|---|---:|---:|
| A, 12 | $3.43\times10^{-5}$ | $3.54\times10^{-5}$ |
| A, 24 | $4.49\times10^{-10}$ | $4.57\times10^{-10}$ |
| B, 6 | $1.88\times10^{-4}$ | $1.95\times10^{-4}$ |
| B, 10 | $4.46\times10^{-7}$ | $4.57\times10^{-7}$ |

The law contains no fitted constant.

A harder case is a narrow resonance at the Fermi energy, $z_p=E_F-i\Delta$ with $\Delta\ll R$. Then $\varphi\simeq-\Delta/R$ and $x_0\simeq1+2\Delta/(\pi R)$. Since $\rho\simeq1+\sqrt{2(x_0-1)}$,
$$\ln\rho\simeq2\sqrt{\frac{\Delta}{\pi R}} .$$
The cost grows as $\Delta^{-1/2}$, because Gauss nodes crowd towards the end of the arc, where the pole is. For $\Delta=0.064$, $0.016$ and $0.004$ eV, bringing $(2/\pi)|\delta I|$ to $10^{-6}$ takes 53, 106 and 212 nodes when the level is at $E_F$: each fourfold narrowing doubles the count. These counts refer to the bound. In this symmetric case $\delta I$ is nearly real, and the charge itself reaches $10^{-6}$ with 42, 74 and 127 nodes. With the level displaced to $E_F+\Delta$ the charge needs 45, 91 and 181, and the doubling is back. If an isolated discrete level approaches $E_F$, $\rho\to1$ and the number of nodes grows without limit. Exactly at $E_F$ the complex integral diverges; its imaginary part still gives half filling by symmetry, although the zero-temperature occupation of such a level is not defined.

## The broadened real axis

The alternative evaluates $G(E+i\eta)$ along a straight line. It has two separate errors.

**Bias.** Joining the ends of the line to $E_b$ and $E_F$ by vertical legs gives
$$\int_{E_b}^{E_F}G(E+i\eta)dE=I+i\int_0^\eta[G(E_F+iy)-G(E_b+iy)]dy,$$
where $I$ is the integral at $\eta\to0^+$. Taking $-(2/\pi)\mathrm{Im}$,
$$n_\eta-n=-\frac2\pi\int_0^\eta\mathrm{Re}[G(E_F+iy)-G(E_b+iy)]dy .$$
To leading order this is $-(2\eta/\pi)\,\mathrm{Re}[G(E_F)-G(E_b)]$. For A, $\mathrm{Re}\,G(0)=-1/1.16=-0.862$ and $G(-8)=-0.113$, so the bias is $+0.477\eta$ (with $\eta$ in eV). At $\eta=0.01$ eV the linear law gives $0.00477$ electron and the integral $0.00475$. For B both give $-0.00385$. No refinement of the grid removes this error.

**Quadrature.** A bound state becomes a Lorentzian of half-width $\eta$. In the Gauss variable its pole is $x_0=\cos\theta-i\eta/R$, with $\cos\theta=(E_B-c)/R$. Writing $\zeta=a-i\theta$ with small $a$, $\cosh\zeta\simeq\cos\theta-ia\sin\theta$, so
$$\ln\rho=a\simeq\frac{\eta}{R\sin\theta}.$$
The number of nodes grows as $1/\eta$. For B, $\eta=0.2$ eV with 100 nodes leaves a measured bound of $5.34\times10^{-5}$ electron, and $\eta=0.1$ eV with 200 nodes leaves $5.46\times10^{-5}$. Halving the broadening has doubled the work.

A uniform midpoint grid of spacing $h$ and first node $x_1$ obeys a similar law. Poisson summation turns the sum into the Fourier components of the integrand at multiples of $2\pi/h$. The Lorentzian $2Z\eta/\{\pi[(E-E_B)^2+\eta^2]\}$ has the transform $2Ze^{-iqE_B-|q|\eta}$. The $m=0$ term is the integral, and the pairs $\pm m$ form the error:
$$\delta n=4Z\sum_{m\ge1}e^{-2\pi m\eta/h}\cos\frac{2\pi m(x_1-E_B)}{h}.$$
End corrections and the smooth band are neglected here. For B with $\eta=0.05$ eV and 80 points, $h=0.1$ eV, the law gives $+0.08367$ and the grid $+0.08370$ electron.

## The two paths at equal accuracy

Require a total error below $\delta=10^{-4}$ electron, with $E_b$ and $E_F$ held fixed. On the line, let the bias take half of it. The slopes above then set $\eta=1.05\times10^{-4}$ eV for A and $1.30\times10^{-4}$ eV for B. Midpoint grids were doubled from 8 points up to 262,144; the count quoted is the first from which all finer grids tried meet the target.

| Level | arc nodes | line points |
|---|---:|---:|
| A, resonance | 11 | 128 |
| B, bound state | 6 | 131,072 |

For B, setting the leading midpoint error to $\delta/2$ predicts
$$M\simeq\frac{E_F-E_b}{2\pi\eta}\ln\frac{8Z}{\delta}=\frac{8\times11.2}{2\pi\times1.30\times10^{-4}}\simeq1.1\times10^5,$$
and the next doubling is 131,072. The rules on the two paths differ, but that is not the cause of the contrast: the Gauss law on the line, with $\sin\theta=0.90$, asks for $(R\sin\theta/2\eta)\ln(8Z/\delta)\simeq1.6\times10^5$ nodes.

Level A shows that small broadening alone does not make the real axis expensive. Its 128 points are 0.0625 eV apart, some 600 times $\eta$, and still suffice, because the integration range contains no sharp peak: the resonance is broad. That its centre lies above $E_F$ is not the reason: with the level moved to $\varepsilon=-1$ eV, inside the range, and $\eta$ set by the same rule, the count is again 128. The severe cost arises when the spectrum has a peak as sharp as $\eta$ inside the range. If every bound state is located and its $2Z$ added by hand, the band part can be integrated at $\eta=0$. Adaptive quadrature done in this way agrees with the contour to within $10^{-9}$ electron for both levels. The contour spares the search for poles, provided $E_b$ is low enough.

## The charge and what it leaves out

The contour gives $n=0.19896$ for A and $1.98057$ for B. A test that uses neither $g$ nor a contour diagonalizes a chain of 1500 sites with Fermi occupations at $k_BT=0.01$ and $0.02$ eV; the combination $[4n(0.01)-n(0.02)]/3$ removes the quadratic temperature term. It agrees to within $2\times10^{-7}$ electron. For B, starting the contour at $-5.3$ eV, above the bound state, loses $1.846$ electrons, which is $2Z$.

Without embedding, chains of 50 to 59 sites filled up to the same $E_F$ miss the occupation of A by up to 0.026 electron, 13% of its value.

The parameters of A are rough values for an alkali adatom on a simple metal: a conduction band of order 10 eV and a resonance of order 1 eV wide. With a core of charge $+1$, the model adatom carries about $+0.8\,e$. Several omissions exceed the quadrature error by far:

- **Temperature.** At 300 K the occupation of A rises by $4\times10^{-4}$ electron, already more than the target error above.
- **Host band.** A real surface is not a chain. The wide-band limit, with constant $\Delta$ and no band edges, gives $1-(2/\pi)\arctan(1/0.4)=0.242$, a change of 0.04 electron. The Lorentzian tail below $-5$ eV, absent from the true band, holds $(2/\pi)\arctan(0.4/6)=0.042$ electron. Inside the band two further differences act: the real part of $V^2g$ raises the occupation and the smaller width away from mid-band lowers it. For these parameters they nearly cancel, so the tail alone happens to match the total change.
- **Correlation.** With a rough on-site repulsion $U=4$ eV, the exact ground state of a half-filled eight-site chain has 0.448 electron on the impurity, against 0.343 in mean field on the same chain. This shift depends strongly on the chain, because the seven host sites have a level exactly at $E_F$. A nine-site chain with eight electrons, whose host has no such level, gives 0.162 against 0.146. Such small chains therefore suggest only a range, roughly 0.02 to $0.1\,e$, for the effect of correlation on the adatom's charge.

Mean field could also fail by forming a magnetic moment. A small excess of one spin raises the other spin's level by $U$ times that excess. It sustains itself if $U\rho_\sigma(E_F)>1$, where $\rho_\sigma$ is the impurity density of states per spin and the energy dependence of $V^2g$ is neglected. Here the product is $4\times0.110=0.44$, so the unpolarized solution is stable against a small moment.

For this adatom, then, a dozen arc nodes put the integration error well below the model error, and further effort belongs in the host and the interaction. The numerical output lists the remaining node counts and errors.

## Table of computed values

```
hopping 2.5 eV, coupling 1.0 eV, band -5.0 to 5.0 eV
EF 0.0 eV, contour bottom -8.0 eV, radius 4.0 eV
half-width V^2/T at mid-band: 0.400 eV
A: resonance pole 1.0952 -0.4259i eV, |Z| 1.0954
B: bound state -5.7342 eV, weight Z 0.9230
A: level 1.0 eV, occupation 0.19896081 electrons
A: 1500-site chain, T->0: 0.19896065 electrons
A: change at 300 K: +3.85e-04 electrons
B: level -5.5 eV, occupation 1.98056579 electrons
B: 1500-site chain, T->0: 1.98056579 electrons
B: change at 300 K: -3.06e-06 electrons
A: net charge with a +1 core: +0.8010 e
B: lost if contour starts at -5.3 eV: 1.846021 electrons
A: arc convergence factor rho 1.5985
A: arc N= 8 charge error -1.00e-03, bound measured 1.44e-03 predicted 1.51e-03
A: arc N=12 charge error +3.29e-05, bound measured 3.43e-05 predicted 3.54e-05
A: arc N=16 charge error -7.88e-07, bound measured 8.10e-07 predicted 8.30e-07
A: arc N=20 charge error +1.39e-08, bound measured 1.91e-08 predicted 1.95e-08
A: arc N=24 charge error -1.28e-10, bound measured 4.49e-10 predicted 4.57e-10
B: arc convergence factor rho 2.1328
B: arc N= 4 charge error +2.42e-04, bound measured 3.84e-03 predicted 4.04e-03
B: arc N= 6 charge error -7.72e-05, bound measured 1.88e-04 predicted 1.95e-04
B: arc N= 8 charge error +6.48e-06, bound measured 9.18e-06 predicted 9.45e-06
B: arc N=10 charge error -4.07e-07, bound measured 4.46e-07 predicted 4.57e-07
B: line eta=0.2 eV N=50 Gauss error bound 1.36e-02 predicted 1.37e-02
B: line eta=0.2 eV N=100 Gauss error bound 5.34e-05 predicted 5.35e-05
B: line eta=0.1 eV N=100 Gauss error bound 1.40e-02 predicted 1.40e-02
B: line eta=0.1 eV N=200 Gauss error bound 5.46e-05 predicted 5.46e-05
B: midpoint eta=0.05 eV M=80 error +0.08370 law +0.08367
B: midpoint eta=0.05 eV M=120 error -0.03277 law -0.03278
target total error 1e-04 electrons
A: bias at eta=0.01 eV +0.004752, linear law +0.004770 electrons
A: eta 1.05e-04 eV, line points (doubling) 128, arc points 11
B: bias at eta=0.01 eV -0.003849, linear law -0.003849 electrons
B: eta 1.30e-04 eV, line points (doubling) 131072, arc points 6
B: line points from the exponential law 109882
resonance at EF, half-width 0.064 eV: arc points for 1e-6: 53
resonance at EF, half-width 0.016 eV: arc points for 1e-6: 106
resonance at EF, half-width 0.004 eV: arc points for 1e-6: 212
A: largest error of bare 50-59 site clusters 0.0261 electrons
A: wide-band-limit occupation 0.2422 electrons
A: density at EF 0.1098 /eV per spin, U*density 0.439 (U=4.0 eV)
A: 8-site cluster, mean field 0.3433, exact 0.4479 electrons
B: 8-site cluster, mean field 1.9720, exact 1.9719 electrons
```
